# Scaling of hydrogenic levels and the unit magnetic field of a donor: verification in Python

```python
"""Scaling of a hydrogenic electron in static magnetic and electric fields.

Result under test: for centre charge Z, mass ratio mu = m/m_e and relative
permittivity eps, every energy is E* f(B/B*, F/F*), with one function f and
  a* = a0 eps/(Z mu),          E* = Eh Z^2 mu/eps^2,
  B* = B0 Z^2 mu^2/eps^2,      F* = F0 Z^3 mu^2/eps^3.
a0, Eh, B0, F0 are the atomic units of length, energy, magnetic field and
electric field. The centre is fixed; spin is treated separately.
The numerical solver works with the unscaled Hamiltonian in nm, eV and T.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, roots_laguerre

pc = const.physical_constants
A0 = pc["Bohr radius"][0]
EH = pc["Hartree energy"][0]
B0 = pc["atomic unit of mag. flux density"][0]
F0 = pc["atomic unit of electric field"][0]
MU_B = pc["Bohr magneton"][0]
HBAR, QE, ME = const.hbar, const.e, const.m_e
COULOMB_SI = QE**2 / (4 * np.pi * const.epsilon_0)


def scaled_units(Z, mu, eps):
    """Length (m), energy (J), magnetic field (T), electric field (V/m)."""
    return (A0 * eps / (Z * mu), EH * Z**2 * mu / eps**2,
            B0 * Z**2 * mu**2 / eps**2, F0 * Z**3 * mu**2 / eps**3)


# Operator test: act with (p + eA)^2/2m - k/r + eFz on a trial function.
x, y, z = sp.symbols("x y z", real=True)


def apply_hamiltonian(psi, hbar, mass, charge, coulomb, B, F):
    kinetic = 0
    for q, A in zip((x, y, z), (-B * y / 2, B * x / 2, 0)):
        once = -sp.I * hbar * sp.diff(psi, q) + charge * A * psi
        kinetic += -sp.I * hbar * sp.diff(once, q) + charge * A * once
    r = sp.sqrt(x**2 + y**2 + z**2)
    return kinetic / (2 * mass) - coulomb * psi / r + charge * F * z * psi


def value_at(expression, point):
    return complex(expression.subs(dict(zip((x, y, z), point))).evalf())


trial = (1 + x + sp.I * y * z) * sp.exp(-x**2 / 2 - y**2 / 3 - z**2 + x*y/4)
point = (0.7, -0.4, 0.5)
gamma_test, f_test = 0.8, 0.3
reference = value_at(
    apply_hamiltonian(trial, 1, 1, 1, 1, gamma_test, f_test), point)
for Z, mu, eps in [(1, 0.067, 12.6), (3, 0.2, 7.0)]:
    a, E, B, F = scaled_units(Z, mu, eps)
    psi = trial.subs({x: x / a, y: y / a, z: z / a}, simultaneous=True)
    H_psi = apply_hamiltonian(psi, HBAR, mu * ME, QE, Z * COULOMB_SI / eps,
                              gamma_test * B, f_test * F)
    physical = value_at(H_psi, [a * q for q in point])
    assert abs(physical / E - reference) < 1e-6 * abs(reference)

# Unscaled Hamiltonian in a Laguerre times spherical-harmonic basis.
KIN = HBAR**2 / (2 * ME * QE) * 1e18       # eV nm^2
COUL = COULOMB_SI / QE * 1e9               # eV nm
DIA = QE / (8 * ME) * 1e-18                # eV / (nm^2 T^2)
ZEEMAN = HBAR / (2 * ME)                   # eV / T


def radial_matrices(n_radial):
    """Matrices for u_n = t exp(-t/2) L_n^(2)(t), normalized in t."""
    t, w = roots_laguerre(n_radial + 4)
    u, du = [], []
    for n in range(n_radial):
        norm = np.sqrt((n + 1) * (n + 2))
        lag = eval_genlaguerre(n, 2, t)
        dlag = -eval_genlaguerre(n - 1, 3, t) if n else np.zeros_like(t)
        u.append(t * lag / norm)
        du.append((lag + t * dlag - t * lag / 2) / norm)
    u, du = np.array(u), np.array(du)
    power = {k: (u * w * t**k) @ u.T for k in (-2, -1, 0, 1, 2)}
    assert np.allclose(power[0], np.eye(n_radial), atol=1e-8)
    return power, (du * w) @ du.T


STANDARD = (24, 14, radial_matrices(24))
LARGER = (30, 17, radial_matrices(30))


def ground_state(system, B, m_l=0, basis=STANDARD):
    """Lowest energy (eV) and coefficient of F^2 (eV nm^2/V^2)."""
    Z, mu, eps, s = system                 # s: basis length in nm
    n_radial, n_l, (power, slope) = basis
    ells = np.arange(abs(m_l), abs(m_l) + n_l + 1)
    low = ells[:-1]
    link = np.sqrt(((low + 1)**2 - m_l**2) / ((2*low + 1) * (2*low + 3)))
    cosine = np.diag(link, 1) + np.diag(link, -1)
    sine_squared = np.eye(n_l) - (cosine @ cosine)[:n_l, :n_l]
    central = KIN / (mu * s**2) * slope - COUL * Z / (eps * s) * power[-1]
    H = np.kron(np.eye(n_l), central)
    H += np.kron(np.diag(low * (low + 1.0)), KIN / (mu * s**2) * power[-2])
    H += np.kron(sine_squared, DIA * B**2 * s**2 / mu * power[2])
    H += ZEEMAN * B * m_l / mu * np.eye(n_radial * n_l)
    energies, vectors = eigh(H)
    z_matrix = np.kron(cosine[:n_l, :n_l], s * power[1])
    coupling = vectors.T @ (z_matrix @ vectors[:, 0])
    response = -np.sum(coupling[1:]**2 / (energies[1:] - energies[0]))
    return energies[0], response


# Basis lengths are round numbers and do not follow the scaling law.
hydrogen = (1, 1.0, 1.0, 0.020)
donor = (1, 0.067, 12.6, 4.0)
systems = [hydrogen, (2, 1.0, 1.0, 0.012), (1, 3.0, 1.0, 0.006),
           (1, 1.0, 5.0, 0.120), (3, 0.2, 7.0, 0.200), donor]
table = []
for system in systems:
    a, E, B, F = scaled_units(*system[:3])
    E_eV, F_nm = E / QE, F * 1e-9
    e_zero, stark_zero = ground_state(system, 0.0)
    e_unit, stark_unit = ground_state(system, B)
    e_minus, _ = ground_state(system, B, m_l=-1)
    table.append([e_zero / E_eV, e_unit / E_eV, e_minus / E_eV,
                  stark_zero * F_nm**2 / E_eV, stark_unit * F_nm**2 / E_eV])
    # Spin splitting for g = 2 does not share the universal scaling.
    assert abs(2 * MU_B * B / E - system[1]) < 1e-7 * system[1]
table = np.array(table)
spread = np.max(np.abs(table / table[0] - 1), axis=0)
assert np.all(spread < 1e-5)
assert np.allclose(table[:, 0], -0.5, rtol=1e-6)
assert np.allclose(table[:, 3], -9 / 4, rtol=1e-5)

# Basis convergence at the unit magnetic field.
a_d, E_d, B_d, F_d = scaled_units(*donor[:3])
E_meV = E_d / QE * 1e3
e_large, _ = ground_state(donor, B_d, basis=LARGER)
convergence = abs(e_large * 1e3 / E_meV - table[-1, 1])
assert convergence < 1e-5

# Weak-field coefficient from the unscaled donor problem.
gamma_weak = 0.02
e0 = ground_state(donor, 0.0)[0]
e_weak = ground_state(donor, gamma_weak * B_d)[0]
weak_coefficient = (e_weak - e0) * 1e3 / E_meV / gamma_weak**2
assert abs(weak_coefficient - 0.25) < 5e-4   # next order is about 1e-4

# Locate the donor's unit field without using the formula for B*.
h_ratio = ground_state(hydrogen, B0)[0] / ground_state(hydrogen, 0.0)[0]
B_found = brentq(lambda B: ground_state(donor, B)[0] / e0 - h_ratio,
                 1.0, 12.0, xtol=1e-7)
assert abs(B_found / B_d - 1) < 1e-4

# Equivalent meanings of the unit field.
magnetic_length = np.sqrt(HBAR / (QE * B_found))
cyclotron_meV = HBAR * B_found / (donor[1] * ME) * 1e3
assert abs(magnetic_length / a_d - 1) < 1e-4
assert abs(cyclotron_meV / (-2e3 * e0) - 1) < 1e-4

e_unit_meV = table[-1, 1] * E_meV
binding_unit = cyclotron_meV / 2 - e_unit_meV
assert e_unit_meV > e0 * 1e3 and binding_unit > -e0 * 1e3
B_low_eps = scaled_units(1, donor[1], 12.4)[2]
B_high_eps = scaled_units(1, donor[1], 12.9)[2]
assert B_high_eps < 6.6 < B_low_eps

print(f"Input: donor mass ratio mu = {donor[1]:.3f}")
print(f"Input: donor relative permittivity eps = {donor[2]:.1f}")
print(f"Atomic unit of length a0 = {A0*1e9:.6f} nm")
print(f"Atomic unit of energy Eh = {EH/QE:.5f} eV")
print(f"Atomic unit of magnetic field B0 = {B0:.5e} T")
print(f"Atomic unit of electric field F0 = {F0:.5e} V/m")
print(f"Donor ratio mu/eps = {donor[1]/donor[2]:.6f}")
print(f"Donor radius a* = {a_d*1e9:.3f} nm")
print(f"Donor energy unit E* = {E_meV:.3f} meV")
print(f"Donor Rydberg E*/2 = {E_meV/2:.3f} meV")
print(f"Donor unit magnetic field B* = {B_d:.3f} T")
print(f"Unit field found by root search = {B_found:.3f} T")
print(f"Field where cyclotron energy = Rydberg: {B_d/2:.3f} T")
print(f"Donor unit electric field F* = {F_d:.4e} V/m")
print(f"B* for eps = 12.4: {B_low_eps:.3f} T")
print(f"B* for eps = 12.9: {B_high_eps:.3f} T")
print(f"Magnetic length at unit field = {magnetic_length*1e9:.3f} nm")
print(f"Cyclotron energy at unit field = {cyclotron_meV:.3f} meV")
print(f"Scaled 1s energy at B = 0: {table[-1,0]:.6f} E*")
print(f"Scaled 1s energy at B = B*: {table[-1,1]:.5f} E*")
print(f"Scaled lowest m_l = -1 energy at B*: {table[-1,2]:.5f} E*")
print(f"Donor 1s energy at B = 0: {e0*1e3:.3f} meV")
print(f"Donor 1s energy at B = B*: {e_unit_meV:.3f} meV")
print(f"Lowest Landau level at B*: {cyclotron_meV/2:.3f} meV")
print(f"Donor binding energy at B*: {binding_unit:.3f} meV")
print(f"Weak-field coefficient of gamma^2 = {weak_coefficient:.5f} E*")
print(f"Coefficient of (F/F*)^2 at B = 0: {table[-1,3]:.5f} E*")
print(f"Coefficient of (F/F*)^2 at B = B*: {table[-1,4]:.5f} E*")
print(f"Second-order shift at F = 0.1 F*, B = 0: "
      f"{table[-1,3]*0.01*E_meV:.4f} meV")
print(f"Largest relative spread over {len(systems)} systems = "
      f"{spread.max():.1e} (no unit)")
print(f"Change of 1s energy at B* in larger basis = {convergence:.1e} E*")
print("no test failed")
```

It prints:

```
Input: donor mass ratio mu = 0.067
Input: donor relative permittivity eps = 12.6
Atomic unit of length a0 = 0.052918 nm
Atomic unit of energy Eh = 27.21139 eV
Atomic unit of magnetic field B0 = 2.35052e+05 T
Atomic unit of electric field F0 = 5.14221e+11 V/m
Donor ratio mu/eps = 0.005317
Donor radius a* = 9.952 nm
Donor energy unit E* = 11.484 meV
Donor Rydberg E*/2 = 5.742 meV
Donor unit magnetic field B* = 6.646 T
Unit field found by root search = 6.646 T
Field where cyclotron energy = Rydberg: 3.323 T
Donor unit electric field F* = 1.1540e+06 V/m
B* for eps = 12.4: 6.862 T
B* for eps = 12.9: 6.341 T
Magnetic length at unit field = 9.952 nm
Cyclotron energy at unit field = 11.484 meV
Scaled 1s energy at B = 0: -0.500000 E*
Scaled 1s energy at B = B*: -0.33117 E*
Scaled lowest m_l = -1 energy at B*: 0.04340 E*
Donor 1s energy at B = 0: -5.742 meV
Donor 1s energy at B = B*: -3.803 meV
Lowest Landau level at B*: 5.742 meV
Donor binding energy at B*: 9.545 meV
Weak-field coefficient of gamma^2 = 0.24989 E*
Coefficient of (F/F*)^2 at B = 0: -2.25000 E*
Coefficient of (F/F*)^2 at B = B*: -1.19845 E*
Second-order shift at F = 0.1 F*, B = 0: -0.2584 meV
Largest relative spread over 6 systems = 3.5e-08 (no unit)
Change of 1s energy at B* in larger basis = 6.4e-10 E*
no test failed
```
